Comment on spin-polarized current in a magnet without net magnetization

The manuscript argues as follows. A collinear magnet with fully compensated sublattices has no net spin magnetization, so it holds as many spin-up as spin-down electrons. Each spin species conducts according to σ = ne²τ/m. The populations are equal, so the two currents are equal, and a compensated magnet cannot supply a spin-polarized current. The author concludes that such materials are unsuitable as spin sources in memory devices.

The first inference is sound. The second rests on an unstated assumption about m, and the conclusion depends on whether that assumption holds.

**What the conductivity measures**

I follow the author in neglecting spin-orbit coupling and spin-flip scattering, so that spin s = +1 (up) or −1 (down) labels two separate channels. I use Rydberg atomic units, with ħ = 1 and e² = 2, and set the lattice constant a of a two-dimensional square crystal to 1. An electron has charge −e, so an electric field 𝓔 exerts the force F = −e𝓔. With one relaxation time τ, the steady distribution f of each band obeys

F·∇f = −(f − f₀)/τ,

where f₀ is the Fermi function and ∇ acts on k. To first order in the field, f on the left may be replaced by f₀. Since ∇f₀ = v ∂f₀/∂E, with v = ∇E,

f = f₀ − τF·∇f₀ = f₀ + eτ(𝓔·v) ∂f₀/∂E.

The equilibrium part carries no current. Inserting the rest into j = −e∫v f d²k/(2π)² gives

σ_s^{ij} = e²τ ∫ v_i v_j (−∂f₀/∂E) d²k/(2π)²,

summed over bands. Now v_j ∂f₀/∂E = ∂f₀/∂k_j. Integrating by parts, with no boundary term because the Brillouin zone is periodic, yields

σ_s^{ij} = e²τ ∫ f₀ (∂²E_s/∂k_i∂k_j) d²k/(2π)².

The population, by contrast, is

n_s = ∫ f₀ d²k/(2π)².

Magnetization counts occupied states, whereas conductivity weights them by band curvature, that is, by inverse mass. The manuscript's formula follows if the curvature is the same constant 1/m for both spins and all directions. Equal populations do not guarantee this.

**What compensation does guarantee**

Compensation by symmetry means that some spatial operation, combined with spin reversal, exchanges the sublattices. Let R be the rotational part of that operation. Then

E↓(Rk) = E↑(k).

At a common chemical potential, the substitution k′ = Rk, which preserves area, gives n↓ = n↑. Differentiating the same relation with respect to k gives v↑(k) = Rᵀv↓(Rk), or v↓(Rk) = Rv↑(k). The same substitution in the conductivity integral then gives

σ↓ = Rσ↑Rᵀ.

If the operation is a translation, R is the identity; if it is an inversion, R is minus the identity. In both cases σ↓ = σ↑, and the manuscript's conclusion holds. If the sublattices are exchanged by a 90° rotation, possibly followed by a translation, and by neither of the other two, the equality is no longer enforced in this two-dimensional crystal. In three dimensions, further symmetry within each spin channel can restore it: a cubic crystal with threefold axes makes each σ_s isotropic, so that σ↓ = σ↑ even when the bands are spin-split.

Suppose also that x → −x is a mirror operation within each spin channel. Then v_xv_y is odd in k_x and σ^{xy} vanishes. Write the spin-up tensor as diag(S+D, S−D). A 90° rotation exchanges its diagonal entries:

σ↑ = diag(S+D, S−D),
σ↓ = diag(S−D, S+D).

Symmetry permits D ≠ 0 but does not determine its size. That requires a model.

**A model with rotated sublattices**

Put sublattice A at the corners and B at the centres of the square cells. Electrons on A hop to the next A site with amplitude t_a along x and t_b along y; on B the two amplitudes are exchanged. A rotation by 90° about an A site, followed by a shift to the cell centre, carries A into B. A prescribed staggered exchange J favours spin up on A and spin down on B, and t₁ connects neighbouring A and B sites:

H_AA = −2t_a cos k_x − 2t_b cos k_y − sJ
H_BB = −2t_b cos k_x − 2t_a cos k_y + sJ
H_AB = −4t₁ cos(k_x/2) cos(k_y/2) ≡ g.

Half the sum and half the difference of the diagonal elements are

e₀ = −(t_a+t_b)(cos k_x + cos k_y)

and d − sJ, where

d = −(t_a−t_b)(cos k_x − cos k_y).

The eigenvalues of a real symmetric 2×2 matrix are therefore

E_s = e₀ ± √[(d−sJ)² + g²].

Under Rk = (−k_y, k_x) the two cosines change places. Thus e₀ and g² are unchanged and d changes sign. For spin down the square becomes (−d+J)² = (d−J)², its spin-up value at k. This confirms E↓(Rk) = E↑(k).

I take t_a = 0.020, t_b = 0.005, t₁ = 0.010 and J = 0.050 Ry, with thermal energy 0.002 Ry (316 K). These are round parameters and represent no particular material. At X = (π,0), e₀ = g = 0 and d = 2(t_a−t_b) = 0.030 Ry. The lower band lies at −|0.030−0.050| = −0.020 Ry for spin up and at −|0.030+0.050| = −0.080 Ry for spin down. Bands can thus be strongly spin-split in a magnet with no net moment.

**The dilute limit**

With few electrons near Γ, the manuscript's mass formula can be repaired and used. To second order in k, with k² = k_x²+k_y²,

e₀ ≈ −2(t_a+t_b) + (t_a+t_b)k²/2
d ≈ (t_a−t_b)(k_x²−k_y²)/2
g² = 4t₁²(1+cos k_x)(1+cos k_y) ≈ 16t₁² − 4t₁²k².

Since d is already of second order, (d−sJ)² ≈ J² − 2sJd. Define W = √(J²+16t₁²). The radicand is then

W² − sJ(t_a−t_b)(k_x²−k_y²) − 4t₁²k².

Using √(W²+δ) ≈ W + δ/(2W) and taking the lower band,

E_s ≈ −2(t_a+t_b) − W + ½(α+sβ)k_x² + ½(α−sβ)k_y²,

with

α = t_a+t_b+4t₁²/W,  β = J(t_a−t_b)/W.

The inverse masses along x are α+β for spin up and α−β for spin down. Each multiplies the same population, so the current polarization along x, defined as P = (σ↑−σ↓)/(σ↑+σ↓), becomes

P_x = β/α.

Here W = √(0.0025+0.0016) = 0.06403 Ry. In units of Ry a², α = 0.025+0.0004/0.06403 = 0.03125 and β = 0.050×0.015/0.06403 = 0.01171. Hence P_x = 37.5%. A thermal calculation with the full bands, at a much lower temperature and density than the main example, also gives 37.5%.

The formula shows what is needed. For J → 0 the exchange no longer distinguishes the spins, and β vanishes. For t_a = t_b the sublattices have no directional difference, and β vanishes again. For J much larger than t₁, W → J and P_x → (t_a−t_b)/(t_a+t_b), which is 60% here. In that limit each spin is confined to its own sublattice and inherits the hopping anisotropy of that sublattice.

**A metallic filling**

Now take 0.4 electrons per two-site cell and τ = 200 ħ/Ry, or 9.7 fs. Each spin has population 0.2000. The spin-up electrons have 92% of their weight on A, where hopping along x is easier. The spin imbalance n↑−n↓ is +0.170 on A and −0.170 on B, so the net magnetization is zero to rounding error.

The sheet conductivities along x are

σ↑^{xx} = 2.883 Ry a.u. = 0.351 mS
σ↓^{xx} = 0.666 Ry a.u. = 0.081 mS.

Therefore

P_x = (2.883−0.666)/(2.883+0.666) = 62.5%.

Along y the two values change places and P_y = −62.5%. The Fermi-surface and curvature forms of the conductivity were evaluated separately and agree. In the Boltzmann treatment P does not depend on τ, but that treatment assumes sharp levels. Here ħ/τ = 0.005 Ry exceeds the thermal energy and the mean free path is only a few lattice constants, so level broadening would lower P by a few percentage points; the quoted polarization is the limit of long τ.

The polarization is well above the dilute value. Dividing σ by e²τn_s = 2×200×0.2000 = 80 gives the mean inverse mass of the occupied spin-up states: 0.0360 Ry a² along x and 0.0083 Ry a² along y. At Γ these values are α+β = 0.0430 and α−β = 0.0195. Filling the band has lowered both, but the y value proportionally much more.

The band shape accounts for the low y value. On the line k_x = 0, write c = cos k_y. The lower spin-up band is

E↑ = −(t_a+t_b)(1+c) − √Q,
Q = [(t_a−t_b)(1−c)+J]² + 8t₁²(1+c).

At Y = (0,π), c = −1 and √Q = 0.080 Ry. The derivative of Q is

dQ/dc = −2(0.015)(0.080)+0.0008 = −0.0016 Ry².

Hence

dE↑/dc = −0.025 + 0.0016/(2×0.080) = −0.015 Ry.

Near Y, k_y = π+q gives c ≈ −1+q²/2, so E↑ ≈ −0.080−0.0075q². The curvature along y has gone from +0.0195 at Γ to −0.015 Ry a² at Y. The chemical potential, −0.0857 Ry, lies 0.0057 Ry below the energy at Y and 0.0283 Ry above the band bottom. Occupation therefore extends well along this line, into states whose y curvature is reduced, while the population counts them in full.

**Why the transport direction must be stated**

Let the field point along n = (cos θ, sin θ), and let m = (−sin θ, cos θ) be the transverse direction. Since σ_s = S·1 + sD diag(1,−1),

n·σ_s n = S + sD(cos²θ−sin²θ) = S + sD cos 2θ
m·σ_s n = sD(−sin θ cos θ−cos θ sin θ) = −sD sin 2θ.

The total charge conductivity is 2S in every direction, with no transverse part. The longitudinal polarization is (D/S)cos 2θ. In a uniform driving field the charge current therefore shows no anisotropy, even though its spin content changes with angle.

At θ = 45° the longitudinal polarization is zero, but the spins do not flow alike. Their transverse currents are opposite, and their difference divided by the longitudinal charge current is −2D/(2S) = −1.108/1.774 = −0.625. The minus sign means that the spin-up current is deflected towards x, its easy direction. This transverse spin current arises here without spin-orbit coupling.

The sides of a sample can block it. In a long bar cut at 45°, with insulating sides and no spin flips, the transverse current of each spin must vanish. Opposite transverse gradients of electrochemical potential build up in the two channels, and each longitudinal conductivity falls from S to S − D²/S. The charge conductance is then 39% lower than in a bar cut along x, so in this geometry a charge measurement does depend on direction. In a real sample this requires a bar narrower than the spin-diffusion length. In a much wider bar, spin flips confine the accumulation to the edges and the conductance returns towards 2S.

One might still ask whether the field creates a magnetization that then polarizes the current. The steady kinetic equation has the solution

f(k) = ∫₀^∞ e^{−u} f₀(k−Fτu) du.

To verify it, note that τF·∇ acting on f₀(k−Fτu) equals −d/du. Integration by parts then gives τF·∇f = f₀−f, as required. Integrated over the periodic zone, each shifted f₀ has the same population as the unshifted one, and ∫₀^∞e^{−u}du = 1. The population of each spin is unchanged. In this uniform, spin-conserving model, the polarized current flows while the net magnetization remains zero. Currents calculated from this distribution in a small finite field were tested against the angular law at 25° and 45°, and they agree.

**Is the effect an artefact of the relaxation time?**

The relation σ↓ = Rσ↑Rᵀ does not depend on a constant τ. If the disorder is, on average, invariant under the combined rotation and spin reversal, the spin-down response to R𝓔 must be R times the spin-up response to 𝓔. Hence σ↓R = Rσ↑, which is the same relation. The values of S and D, and even the sign of D, may depend on the scattering.

A ballistic conductor with perfectly transmitting contacts provides a second case, without τ. For each k_y, count the right-moving states at a given energy, then average over energy with weight −∂f₀/∂E. The mirror symmetry makes right- and left-movers equally numerous, which supplies a factor ½. The number of channels per unit width is

M_s = ∫(dk_y/2π) ∫dk_x ½|v_x|(−∂f₀/∂E)
  = π∫|v_x|(−∂f₀/∂E) d²k/(2π)².

This gives 0.729 channels per lattice constant for spin up and 0.381 for spin down. The polarization is (0.729−0.381)/(0.729+0.381) = 31%. An explicit count of band crossings agrees with each channel number within the 1.5% tolerance of the test. The value differs from the diffusive 62.5% because channels weight velocity as |v_x|, whereas diffusive conductivity uses v_x². The quoted polarization thus belongs to a transport regime as well as to a band structure.

**Where the manuscript's conclusion survives**

Set both same-sublattice hoppings to 0.0125 Ry, keeping the other parameters and the filling. Then d = 0, and the energies contain s only through (sJ)² = J². The spin imbalance on A is still 0.165, but both spins have conductivity 1.760 Ry a.u. and the polarization vanishes. This is a conventional antiferromagnet, in which a translation exchanges the sublattices. Local moments alone are therefore not enough.

The rotated magnet also fails as a source if its lower bands are full and its upper bands empty. The integral of ∂²E/∂k_i∂k_j over a periodic zone is zero, so a filled band has no conductivity at this level of theory. With two electrons per cell, the 0.014 Ry gap of this model makes it an insulator at low temperature.

Domains are a further limitation. Reversing J exchanges the two spin bands, since (d−sJ)² depends on the product sJ, and therefore reverses D. Two parallel strips of equal width with opposite domains, under the same field along x, carry S+D and S−D in each spin channel. Their combined current is unpolarized. Spin-orbit coupling or spin-flip scattering would mix the channels, and the two-channel formulas used here would then need to be replaced.

I recommend that the author withdraw the general exclusion and restrict it to compensated magnets whose symmetry enforces σ↑ = σ↓. For any other candidate, the device proposal should specify the crystal direction of the current, the domain state and the transport regime. The numerical output below gives the values for the cases discussed here.

Computed values

```
Easy hopping t_a: 0.020 Ry
Hard hopping t_b: 0.005 Ry
Intersublattice hopping t_1: 0.010 Ry
Staggered exchange J: 0.050 Ry
Thermal energy: 0.0020 Ry = 315.8 K
Relaxation time: 200 hbar/Ry = 9.68 fs
Filling: 0.40 electrons per cell
Chemical potential: -0.08571 Ry
Band bottom at Gamma: -0.11403 Ry
Lower band at X=(pi,0), spin up: -0.02000 Ry
Lower band at X=(pi,0), spin down: -0.08000 Ry
Gap between lower and upper bands: 0.01403 Ry
Spin-up population: 0.20000 per cell
Spin-down population: 0.20000 per cell
Share of spin-up electrons on A: 0.9241
Spin imbalance on A (n_up-n_down): 0.16964
Spin imbalance on B (n_up-n_down): -0.16964
Magnitude of net imbalance: 3.9e-16 per cell
Sheet conductivity up, xx: 2.8827 Ry a.u. = 0.3508 mS
Sheet conductivity up, yy: 0.6660 Ry a.u. = 0.0811 mS
Sheet conductivity down, xx: 0.6660 Ry a.u. = 0.0811 mS
Sheet conductivity down, yy: 2.8827 Ry a.u. = 0.3508 mS
Mean conductivity S: 1.7743 Ry a.u.
Half difference D: 1.1084 Ry a.u.
Current polarization along x: 62.47 %
Current polarization along y: -62.47 %
Size of polarization along diagonal: 0.0000 %
Transverse spin/longitudinal charge at 45 deg: -0.6247
Size of transverse/longitudinal charge at 45 deg: 1.0e-15
Driven response at 25 deg, up: along 2.4868, across -0.8490 Ry a.u.
Driven response at 25 deg, down: along 1.0619, across 0.8490 Ry a.u.
W: 0.06403 Ry
Mean inverse mass alpha: 0.03125 Ry a^2
Inverse-mass difference beta: 0.01171 Ry a^2
Dilute polarization, mass formula: 37.49 %
Dilute polarization, full bands: 37.54 %
Thermal energy of dilute test: 0.00005 Ry
Ballistic channels along x, up: 0.7294 per a
Ballistic channels along x, down: 0.3807 per a
Ballistic polarization along x: 31.42 %
Control hopping t_a=t_b: 0.0125 Ry
Control spin imbalance on A: 0.16548
Control conductivity per spin: 1.7603 Ry a.u.
Size of control polarization: 0.0e+00 %
```
